# Why uniform light drives no short-circuit current between identical Schottky contacts

**Question.** A thin semiconducting channel joins two identical Schottky contacts held at the same voltage. Why does uniform light drive no net current through the external wire, although each contact separates electrons from holes, and why can a current flow when one contact alone is lit?

**Answer.**

**What happens at one contact**

Take an n-type channel. Near each metal the conduction band bends upward, because the metal's Fermi level lies a barrier height $\Phi_B$ below the band edge there, which is more than the distance from the Fermi level to the band edge inside the channel. The slope pushes electrons into the channel and pulls holes into the metal. A photogenerated hole that reaches the left barrier enters the left metal; one that reaches the right barrier enters the right metal. The two built-in fields point in opposite directions, so the two hole currents oppose each other in the external circuit.

Under uniform light they have equal strength, which suggests that they cancel. But the electrons carry current too, the light alters the potential, and recombination depends on both densities. A symmetry argument covers all of this at once.

**The mirror argument**

Let $x$ run from $0$ at the left metal to $L$ at the right one. The electron and hole densities per area are $n(x)$ and $p(x)$, and $\phi(x)$ is the electrostatic potential. With $E=-d\phi/dx$ and $V_T=kT/q$, the currents per channel width, positive along $+x$, are

$$J_n=q\mu_n\left(nE+V_T\frac{dn}{dx}\right),\qquad J_p=q\mu_p\left(pE-V_T\frac{dp}{dx}\right).$$

Light makes $G(x)$ free pairs per area and time, and $R$ of them recombine, so in the steady state

$$\frac{dJ_n}{dx}=-q(G-R),\qquad \frac{dJ_p}{dx}=q(G-R).$$

The sum $J_n+J_p$ is therefore the same at every $x$. I call $I=-(J_n+J_p)$ the current, positive when it flows from the channel into the left contact. The potential of a thin film over a gate is modelled, with fringe fields neglected, by

$$\varepsilon t\,\frac{d^2\phi}{dx^2}=C_{ox}(\phi-\phi_g)+q(n-p),$$

where $\varepsilon$ and $t$ are the film's permittivity and thickness, $C_{ox}$ is the gate capacitance per area and $\phi_g$ is set by the gate voltage. At the metals $\phi$ has the same fixed value, and carriers cross with a one-way thermal velocity $v$:

$$J_p(0)=-qv[p(0)-p_c],\qquad J_p(L)=+qv[p(L)-p_c],$$

and likewise for electrons with both signs reversed and $n_c$ in place of $p_c$. Here $n_c$ and $p_c$ are the dark densities at the contact.

Now suppose that $n,p,\phi$ solve these equations for the light $G(x)$. Define reflected functions $\tilde n(x)=n(L-x)$, $\tilde p(x)=p(L-x)$ and $\tilde\phi(x)=\phi(L-x)$. Each first derivative acquires a minus sign, so $\tilde E(x)=-E(L-x)$. Every term in the current formulas contains one such factor, hence

$$\tilde J_n(x)=-J_n(L-x),\qquad \tilde J_p(x)=-J_p(L-x).$$

Differentiating once more brings a second minus sign:

$$\frac{d\tilde J_p}{dx}=+J_p'(L-x)=q\,[G(L-x)-R(L-x)].$$

This is the hole equation for the reflected light $G(L-x)$; the electron equation works the same way. The potential equation has a second derivative and keeps its form. At the left metal,

$$\tilde J_p(0)=-J_p(L)=-qv[p(L)-p_c]=-qv[\tilde p(0)-p_c],$$

which is the correct left boundary condition because both contacts have the same $v$ and $p_c$. The reflected functions thus describe the same device under reflected light, with the current reversed. If each illumination has one steady state, then

$$I[G(L-x)]=-I[G(x)].$$

For uniform light, $G(L-x)=G(x)$. The two sides then refer to the same experiment, so $I=-I$ and $I=0$. Weak light was not assumed. The same holds for any pattern that is its own mirror image, such as a spot at mid-channel or two equal spots at equal distances from the ends.

The argument needs the mirror to hold for everything that affects the current, including what these equations leave out. "Identical" must apply to the whole device: contacts, doping, traps, gate, crystal and heat sinking. The mirror must also leave the light's direction and polarization unchanged. No magnetic field is present. These conditions are sufficient rather than necessary: any symmetry that swaps the contacts does the same job, for example a twofold rotation about the film's normal, which at normal incidence allows any polarization and a perpendicular field. If a device had several steady states under the same light, reflection would pair them without forcing each current to vanish.

**What symmetry leaves open**

Light on the left contact alone is not its own mirror image. The relation then says that moving the spot to the right contact reverses the current, but not how large the current is. At weak light the response is linear,

$$I=\int_0^L K(x)\,G(x)\,dx,$$

where $K(x)$ is the current per pair generated per second at $x$. Reflect the light and substitute $x\to L-x$:

$$\int_0^L K(x)G(L-x)\,dx=\int_0^L K(L-x)G(x)\,dx.$$

This must equal $-\int K(x)G(x)\,dx$ for every $G$, so $K(L-x)=-K(x)$. The integral of $K$ over the whole channel vanishes, while the integral over one end need not. To find $K$ we must follow both carriers.

**Where the electrons go**

Let $I_L$ and $I_R$ be the positive hole photocurrents entering the left and right metals, so $J_p(0)=-I_L$ and $J_p(L)=I_R$. Each collected hole leaves an electron behind. These electrons raise the channel's electron Fermi level $F$ until electrons leave over the barriers as fast as they accumulate.

With $n=N_c e^{(F-E_C)/kT}$, where $E_C$ is the conduction-band edge and $dE_C/dx=qE$, the electron current becomes

$$J_n=q\mu_n nE+\mu_n n\left(\frac{dF}{dx}-qE\right)=\mu_n n\frac{dF}{dx}.$$

In the dark $F$ is constant, so to first order in the light we may replace $n$ by the dark density $n_0(x)$. At the left contact the band edge is fixed, and a small rise of $F$ above the metal's level $F_m$ gives

$$J_n(0)=qv[n(0)-n_c]=qvn_c\,\frac{F(0)-F_m}{kT}.$$

At the right contact $J_n(L)=qvn_c[F_m-F(L)]/kT$. Going from one metal to the other, the total change of $F$ is zero because the voltages are equal. Dividing the changes by $q$ gives

$$0=\frac{kT}{q^2vn_c}[J_n(0)+J_n(L)]+\int_0^L\frac{J_n}{q\mu_n n_0}\,dx.$$

Let $n_b$ be the dark density far from the contacts, and write $1/n_0=1/n_b+(1/n_0-1/n_b)$. The bracket is large only in a thin layer at each metal, where we take $J_n$ equal to its contact value. Each barrier then acts as a resistance times width,

$$R_B=\frac{kT}{q^2vn_c}+\int_0^{L/2}\frac{1}{q\mu_n}\left(\frac1{n_0}-\frac1{n_b}\right)dx,$$

and the channel contributes $R_{ch}=L/(q\mu_n n_b)$. The loop condition becomes

$$R_B[J_n(0)+J_n(L)]+\frac{R_{ch}}{L}\int_0^L J_n\,dx=0.$$

Use $J_n=-I-J_p$. At the ends this gives $J_n(0)=I_L-I$ and $J_n(L)=-I-I_R$. In the integral, the hole part nearly drops out: in the flat-band region holes move by diffusion, so $\int J_p\,dx$ is proportional to the difference of $p$ between the two edges, and both barriers keep $p$ near zero there. Therefore

$$R_B(I_L-I)-R_B(I+I_R)-R_{ch}I=0,$$

$$I=\eta\,(I_L-I_R),\qquad \eta=\frac{R_B}{2R_B+R_{ch}}.$$

When the barriers dominate the resistance, $\eta\to\tfrac12$. Half of the electrons left behind by holes collected on the left return to the left metal and cancel half of the hole current there; the other half leave on the right and complete the external circuit. When $R_B\ll R_{ch}$, $\eta\to0$: almost all the electrons follow the holes into the same metal. The barrier's decisive job is thus to hinder electrons from leaving by the same door as the holes. Its field also helps to collect holes, but a metal takes up most of the holes that diffuse to it even without band bending.

**Where the holes go**

In the barrier layer take the hole current as constant, $J_p=-I_L$. Setting $\phi=0$ in the flat region, we have $n_0/n_b=e^{\phi/V_T}$, and with $D_p=\mu_pV_T$ the hole current can be written

$$J_p=-qD_p\,e^{-\phi/V_T}\frac{d}{dx}\left(p\,e^{\phi/V_T}\right).$$

Hence $d(pn_0/n_b)/dx=(I_L/qD_p)(n_0/n_b)$. At the metal $pn_0/n_b$ is negligible, since $n_0\ll n_b$ there. Integrating out to the flat region gives

$$p(x)=\frac{I_L}{qD_p}(x-w),\qquad w=\int_0^{L/2}\left(1-\frac{n_0}{n_b}\right)dx.$$

Seen from the channel, the barrier acts as a perfect hole sink at depth $w$.

Let $P_L(x)$ be the probability that a hole made at $x$ reaches the left sink before it recombines. A diffusing hole steps left or right with equal probability and is lost at the rate $1/\tau$, so $D_pP_L''=P_L/\tau$, with $P_L(w)=1$ and $P_L(L-w)=0$. With $L_p=\sqrt{D_p\tau}$,

$$P_L=\frac{\sinh[(L-w-x)/L_p]}{\sinh[(L-2w)/L_p]},\qquad P_R=\frac{\sinh[(x-w)/L_p]}{\sinh[(L-2w)/L_p]}.$$

Subtract with $\sinh A-\sinh B=2\cosh\frac{A+B}2\sinh\frac{A-B}2$, and split the denominator with $\sinh2C=2\sinh C\cosh C$, where $C=(L/2-w)/L_p$. The factor $2\cosh C$ cancels, leaving

$$K(x)=q\eta(P_L-P_R)=q\eta\,\frac{\sinh[(L/2-x)/L_p]}{\sinh[(L/2-w)/L_p]}$$

between the sinks. It is odd about mid-channel, as the mirror requires. A pair made at the centre contributes nothing, because its hole is equally likely to go either way.

For a lit strip from $0$ to $a$, with $a$ on the left side and the right contact many diffusion lengths away, $P_L\approx e^{-(x-w)/L_p}$ and $I_R\approx0$. Counting every hole made within $w$ as collected,

$$I\approx\eta qG\left[w+\int_w^a e^{-(x-w)/L_p}dx\right]=\eta qG\left[w+L_p\left(1-e^{-(a-w)/L_p}\right)\right].$$

**A channel in numbers**

Take a channel 2 µm long and 6 nm thick on 30 nm of oxide at 300 K, where $V_T=25.85$ mV. The relative permittivities are 15 and 3.9, the gap is 1.3 eV and the barrier 0.30 eV. The gate sets $n_b=10^{12}$ cm$^{-2}$. Electron and hole mobilities are 30 and 10 cm²/Vs, and the lifetime is 1 ns, so $L_p=161$ nm. Both bands have an effective mass of half the free-electron mass and a degeneracy of 4, which give $N_c=1.08\times10^{13}$ cm$^{-2}$ and $v=3.80\times10^6$ cm/s.

Light of 100 mW/cm² with 2.33 eV photons, one tenth of it absorbed into free pairs, gives

$$G=\frac{0.10\times1000\ \mathrm{W/m^2}}{2.33\times1.602\times10^{-19}\ \mathrm J}=2.68\times10^{20}\ \mathrm{m^{-2}s^{-1}}.$$

The dark profile, from a numerical solution of the potential equation, gives $w=14.2$ nm and $R_B=6233$ kΩ µm. Since $w$ is smaller than the oxide thickness, the neglected fringe fields matter: for an edge contact they widen $w$ to 17–18 nm and raise the current below by about 2%. The channel has $R_{ch}=416$ kΩ µm, so

$$\eta=\frac{6233}{2\times6233+416}=0.484.$$

For a strip covering the first 500 nm, the bracket in the current formula is

$$14.2+160.8\,(1-e^{-485.8/160.8})=167\ \mathrm{nm}.$$

Multiplying by $qG=42.9$ A/m² gives $I_L=7.18$ pA/µm, and $I=0.484\times7.18=3.47$ pA/µm.

The full coupled equations can also be solved numerically, by balancing the currents in small cells. The recombination rate used is $R=(np-n_i^2)/[\tau(n+p+2n_i)]$ with $n_i^2=n_cp_c$, which reduces to $p/\tau$ for the few photogenerated holes in the n-type channel at weak light. The grid used here is finer at the right contact than at the left, so the numerical problem is not itself mirror symmetric. The results are:

- left strip: $3.46$ pA/µm;
- right strip: $-3.46$ pA/µm;
- uniform light: $0.003$ pA/µm with 601 grid points and $0.012$ pA/µm with 301.

The uniform-light remainder falls fourfold when the grid spacing is halved, as the error of a second-order scheme should. Narrow strips show the odd response: light from 400 to 500 nm gives $0.140$ pA/µm, and its mirror image from 1500 to 1600 nm gives $-0.140$ pA/µm.

Zero terminal current does not mean that the device is idle. Under uniform light each contact collects $qG(w+L_p)=7.5$ pA/µm of holes, and an equal electron current leaves through the same contact. To drive it, the channel's electron Fermi level rises by $R_B\times7.5$ pA/µm, about 47 µeV when expressed as an energy. The rise is the same seen from either metal, so it drives nothing around the loop.

At $10^4$ times the intensity the left strip gives 29.4 nA/µm, 15% below linear extrapolation, so the weak-light formulas no longer suffice. Uniform light now lifts the Fermi level at mid-channel by 83 meV, more than three times $kT$. Yet the computed net current is 0.03 nA/µm, about 0.1% of the left-strip current. That is the same fraction as the grid remainder at weak light. The mirror argument survives where the linear one does not.

**Breaking the symmetry, and removing the barriers**

Keep the light uniform but raise the right barrier to 0.35 eV. Its resistance becomes $R_2=41492$ kΩ µm, while the left one keeps $R_1=6233$ kΩ µm. The same loop condition gives

$$R_1(I_L-I)-R_2(I+I_R)-R_{ch}I=0\quad\Rightarrow\quad I=\frac{R_1I_L-R_2I_R}{R_1+R_2+R_{ch}}.$$

With 7.5 pA/µm of holes at each end this is $-5.5$ pA/µm, and the full solution also gives $-5.5$ pA/µm. The hole currents are still nearly equal; what differs is the exit for electrons, most of which now leave over the lower left barrier. Uniform light is therefore sure to give zero only if the contacts match; with unequal contacts the current vanishes only by accident, when $R_1I_L=R_2I_R$. A modest mismatch can produce more current than lighting one contact of the matched device.

The opposite change keeps the mirror but removes the band bending. Lower both barriers to 61.5 meV, the distance from the Fermi level to the band edge in the channel, with the gate-set density held fixed. The left strip then gives 0.0045 pA/µm, about a thousandth of its former current. The light is as one-sided as before, but electrons can return almost freely to the contact that takes the holes. Here the hole term dropped from the loop integral is no longer small: $\eta I_L$ alone gives 0.0067 pA/µm, and that term multiplies it by $1-\mu_p/\mu_n$, so this small current vanishes for equal mobilities and reverses when holes are the faster carriers. Asymmetry permits a current; the barriers give it its size.

**Beside a real device**

The parameters lie in the rough range of few-layer MoS$_2$, with its several valleys replaced by one round degeneracy. One doubtful assumption is that electrons must pass over the full barrier. The largest field in the dark profile is 0.31 MV/cm. A semiclassical (WKB) estimate of tunnelling through that profile multiplies electron emission by about 4.7, and the bulk image-force formula $\sqrt{qE/4\pi\varepsilon}$ lowers the barrier by about 54 meV. Dividing all of $R_B$ by both factors overstates their effect and gives

$$R_B\to\frac{6233}{4.65}\,e^{-54/25.85}\approx166\ \mathrm{k\Omega\,\mu m},\qquad \eta\to\frac{166}{2\times166+416}\approx0.22.$$

That would take the one-sided current from 3.5 to about 1.6 pA/µm. But the two effects are not independent: on one profile they raise emission about 15-fold, not 38-fold, and the diffusion part of $R_B$ (about 1930 of the 6233 kΩ µm) shrinks less. Treated together they give $R_B\approx500$ kΩ µm, $\eta\approx0.35$ and about 2.5 pA/µm, a drop of roughly 30%. This remains a rough estimate. The zero under uniform light is unaffected, because both effects are equal at the two ends.

Two other omissions matter less here. Carrier degeneracy shifts the Fermi level by 1.2 meV. With a rough thermal resistance of $10^{-7}$ m²K/W to the substrate, the lit film warms by $10^{-5}$ K. A Seebeck coefficient of $(k/q)(2+61.5/25.85)$, for an energy-independent scattering time, turns this into about $3\times10^{-4}$ pA/µm if the metal at the lit end warms with the film; if that metal stays cool, the size depends on where the temperature drops, from about twice as large for an abrupt step at the interface to a tenth or less when the drop spreads over 100 nm or more of film. With the lowered barrier resistance these values grow about tenfold and are still negligible. Two more are not estimated and need not be small. Exciton binding is left out: if only a fraction of the absorbed photons yield free carriers, $G$ falls accordingly. Metal that overhangs the end of the channel shades the part of the strip from which holes are collected best.

In a real device the mirror itself is the demanding condition. The equal voltages must also be checked: with a total resistance of 12.9 MΩ µm, an offset of only 45 µV in the measuring circuit drives 3.5 pA/µm, as much as the lit strip does; with the lowered barrier resistance a few µV suffice. If the voltages are equal, no magnetic field is applied and the steady state is unique, a net current under uniform light shows that some part of the device or of the illumination is not symmetric; by itself it does not say which part.
